# Relaxation Rate of Nearest-Neighbour Dopant-Vacancy Dipoles on an fcc Cation Sublattice: a numerical check

```python
"""
Result under test: a dopant-vacancy pair restricted to nearest-neighbour
sites of an fcc cation sublattice has an electric dipole relaxing at
Gamma = 2*(w1 + w2).
  w1: vacancy jump rate to ONE given site that also neighbours the dopant
  w2: vacancy-dopant exchange rate
  w3: jump rate from a nearest to one given second-neighbour site
  w4: jump rate back from a second-neighbour to one given nearest site
Vectors are vacancy minus dopant positions in units of a/2 (a = cubic
lattice parameter); dipoles are in units of e*a/2.
The master equation is built by enumerating ion jumps and is then solved
numerically, without using the derived relaxation formulas.
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.constants import e, k, epsilon_0, pi

NEIGHBOURS = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
              if np.dot(v, v) == 2]
SECOND = [np.array(v) for v in itertools.product((-2, 0, 2), repeat=3)
          if np.dot(v, v) == 4]


def generator(states, w1, w2, w3=0.0, w4=0.0, field=np.zeros(3)):
    """Matrix M of dn/dt = M n; field is e*a*E/(2*k*T)."""
    index = {tuple(s): i for i, s in enumerate(states)}
    hop_rate = {(2, 2): w1, (2, 4): w3, (4, 2): w4}
    matrix = np.zeros((len(states), len(states)))
    for old in states:
        for step in NEIGHBOURS:
            target = old + step
            if not target.any():          # the vacancy meets the dopant
                new, rate, ion_charge = -old, w2, 2
            elif tuple(target) in index:  # a host cation fills the vacancy
                new, ion_charge = target, 1
                rate = hop_rate[(int(old @ old), int(new @ new))]
            else:
                continue
            moved_charge = -ion_charge * step
            # displaced ionic charge must equal the change of pair dipole
            assert np.array_equal(moved_charge, old - new)
            biased = rate * np.exp(0.5 * moved_charge @ field)
            i, j = index[tuple(old)], index[tuple(new)]
            matrix[j, i] += biased
            matrix[i, i] -= biased
    return matrix


# Model parameters
a = 0.60e-9
T = 400.0
attempt = 1.0e13
barriers = {"w1": 0.65, "w2": 0.70, "w3": 0.80, "w4": 0.70}
dopant_fraction = 1.0e-4
field_example = 1.0e5
w1, w2, w3, w4 = [attempt * np.exp(-b * e / (k * T))
                  for b in barriers.values()]
gamma = 2 * (w1 + w2)

# Neighbour count around a vacancy next to the dopant
start = np.array([1, 1, 0])
distances = [int((start + d) @ (start + d)) for d in NEIGHBOURS]
counts = [distances.count(s) for s in (0, 2, 4, 6, 8)]
assert counts == [1, 4, 2, 4, 1]

# Complete relaxation spectrum, for the example and for other rate ratios
sites = np.array(NEIGHBOURS)
for r1, r2 in ((w1, w2), (1.0, 0.0), (0.0, 1.0), (0.3, 2.7)):
    numeric = np.sort(-np.linalg.eigvalsh(generator(NEIGHBOURS, r1, r2)))
    formula = np.sort([0.0] + 3 * [2 * (r1 + r2)] + 3 * [4 * r1]
                      + 2 * [6 * r1] + 3 * [6 * r1 + 2 * r2])
    assert np.allclose(numeric, formula, rtol=1e-10,
                       atol=1e-11 * (r1 + r2))

# Time evolution from an arbitrary distribution of orientations
M = generator(NEIGHBOURS, w1, w2)
x, y, z = sites.T
rng = np.random.default_rng(7)
initial = rng.random(12)
initial /= initial.sum()
modes = [(x, gamma), (y, gamma), (z, gamma),
         (x * y, 4 * w1), (y * z, 4 * w1), (z * x, 4 * w1),
         (x**2 - y**2, 6 * w1), (2 * z**2 - x**2 - y**2, 6 * w1),
         (x * (y**2 - z**2), 6 * w1 + 2 * w2)]
for scaled_time in (0.2, 1.0, 2.5):
    t = scaled_time / gamma
    later = expm(M * t) @ initial
    for function, rate in modes:
        assert np.isclose(function @ later,
                          (function @ initial) * np.exp(-rate * t),
                          rtol=1e-9, atol=1e-12)

# Probability of finding the pair in its starting orientation
tau = 1 / gamma
start_index = [tuple(s) for s in NEIGHBOURS].index((1, 1, 0))
propagator = expm(M * tau)
occupancy = propagator[start_index, start_index]
occupancy_formula = (1 + 3 * np.exp(-gamma * tau)
                     + 3 * np.exp(-4 * w1 * tau)
                     + 2 * np.exp(-6 * w1 * tau)
                     + 3 * np.exp(-(6 * w1 + 2 * w2) * tau)) / 12
assert np.isclose(occupancy, occupancy_formula, rtol=1e-10)
dipole_left = (sites @ start) @ propagator[:, start_index] / 2

# Alternating-field response from field-biased jump rates
small = 1.0e-4
uniform = np.full(12, 1 / 12)
drive = []
for axis in np.eye(3):
    plus = generator(NEIGHBOURS, w1, w2, field=small * axis)
    minus = generator(NEIGHBOURS, w1, w2, field=-small * axis)
    drive.append((plus - minus) @ uniform / (2 * small))
drive = np.array(drive).T


def response(omega):
    """Tensor of mean dipole per unit reduced field."""
    shift = np.linalg.solve(1j * omega * np.eye(12) - M, drive)
    return -sites.T @ shift


for ratio in (0.01, 0.3, 1.0, 4.0, 50.0):
    debye = (2 / 3) / (1 + 1j * ratio)
    assert np.allclose(response(ratio * gamma), debye * np.eye(3),
                       rtol=1e-6, atol=1e-7)
peak = minimize_scalar(lambda u: response(np.exp(u))[0, 0].imag,
                       bounds=(np.log(gamma) - 3, np.log(gamma) + 3),
                       method="bounded", options={"xatol": 1e-9})
omega_peak = np.exp(peak.x)
assert np.isclose(omega_peak, gamma, rtol=1e-4)


# Extension to second-neighbour sites
def two_shell_spectrum(r1, r2, r3, r4):
    """Rates and weights in the equilibrium dipole correlation function."""
    states = NEIGHBOURS + SECOND
    full = generator(states, r1, r2, r3, r4)
    equilibrium = np.array([r4] * 12 + [r3] * 6)
    equilibrium = equilibrium / equilibrium.sum()
    assert np.allclose(full @ equilibrium, 0, atol=1e-11 * (r1 + r2 + r4))
    root = np.sqrt(equilibrium)
    symmetric = full * root[None, :] / root[:, None]
    assert np.allclose(symmetric, symmetric.T, rtol=1e-10)
    values, vectors = np.linalg.eigh(symmetric)
    dipole = np.array(states)[:, 0] * root
    weights = (vectors.T @ dipole)**2
    second_share = np.sum(dipole[12:]**2) / np.sum(dipole**2)
    return -values, weights / weights.sum(), second_share


def two_shell_formula(r1, r2, r3, r4):
    reduced = np.array([[2 * (r1 + r2 + r3), -2 * r4],
                        [-2 * r3, 4 * r4]])
    slow, fast = np.sort(np.linalg.eigvals(reduced).real)
    mean_rate = 2 * r4 * (r1 + r2 + r3) / (r3 + r4)
    return slow, fast, (mean_rate - slow) / (fast - slow)


for rates in ((w1, w2, w3, w4), (1.0, 0.4, 0.8, 1.7)):
    values, weights, second_share = two_shell_spectrum(*rates)
    slow, fast, fast_weight = two_shell_formula(*rates)
    in_slow = np.isclose(values, slow, rtol=1e-7)
    in_fast = np.isclose(values, fast, rtol=1e-7)
    assert np.isclose(weights[in_fast].sum(), fast_weight, rtol=1e-7)
    assert np.isclose(weights[in_slow].sum(), 1 - fast_weight, rtol=1e-7)
    assert np.isclose(second_share, rates[2] / (rates[2] + rates[3]))

# With vanishing outward rate the single nearest-neighbour law returns
values, weights, _ = two_shell_spectrum(w1, w2, 1e-6 * w3, w4)
near_single = np.isclose(values, gamma, rtol=1e-5)
single_weight = weights[near_single].sum()
assert single_weight > 0.99999

# Physical quantities of the worked example
_, _, second_share = two_shell_spectrum(w1, w2, w3, w4)
slow, fast, fast_weight = two_shell_formula(w1, w2, w3, w4)
dipole_moment = e * a / np.sqrt(2)
pair_density = dopant_fraction * 4 / a**3
strength = pair_density * dipole_moment**2 / (3 * epsilon_0 * k * T)

print(f"Lattice parameter a: {a * 1e9:.2f} nm")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {k * T / e:.5f} eV")
print(f"Attempt rate: {attempt:.1e} s^-1")
for name, barrier in barriers.items():
    print(f"Barrier for {name}: {barrier:.2f} eV")
print(f"Dopant fraction, all paired: {dopant_fraction:.1e}")
print("Neighbours of vacancy: dopant, 1st, 2nd, 3rd, 4th shell:", counts)
for name, value in zip(barriers, (w1, w2, w3, w4)):
    print(f"Rate {name}: {value:.4e} s^-1")
print(f"Total reorientation rate 4*w1: {4 * w1:.4e} s^-1")
print(f"Total jump rate 4*w1+w2: {4 * w1 + w2:.4e} s^-1")
print(f"Dipole relaxation rate Gamma: {gamma:.4e} s^-1")
print(f"Dipole relaxation time: {tau * 1e6:.3f} microseconds")
print(f"Numerical loss-peak angular frequency: {omega_peak:.4e} s^-1")
print(f"Loss-peak frequency Gamma/(2 pi): {gamma / (2 * pi) / 1e3:.3f} kHz")
print(f"Quadrupole rate, xy type, 4*w1: {4 * w1:.4e} s^-1")
print(f"Quadrupole rate, x^2-y^2 type, 6*w1: {6 * w1:.4e} s^-1")
print(f"Odd non-dipolar rate 6*w1+2*w2: {6 * w1 + 2 * w2:.4e} s^-1")
print(f"Dipole fraction left after one relaxation time: {dipole_left:.4f}")
print(f"Starting-orientation probability at that time: {occupancy:.4f}")
print(f"Dipole moment: {dipole_moment:.4e} C m")
print(f"Pair density: {pair_density:.4e} m^-3")
print(f"Dielectric strength (no local field): {strength:.5f}")
print(f"Example field: {field_example:.1e} V/m")
print(f"pE/kT in that field: {dipole_moment * field_example / (k * T):.3e}")
print(f"Two-shell slow rate: {slow:.4e} s^-1")
print(f"Two-shell fast rate: {fast:.4e} s^-1")
print(f"Fast-rate weight: {fast_weight:.4f}")
print(f"Slow-rate weight: {1 - fast_weight:.4f}")
print(f"Second-shell share of mean-square dipole: {second_share:.4f}")
print(f"Fast rate divided by Gamma: {fast / gamma:.4f}")
print("success")
```

It prints:

```
Lattice parameter a: 0.60 nm
Temperature: 400 K
Thermal energy kT: 0.03447 eV
Attempt rate: 1.0e+13 s^-1
Barrier for w1: 0.65 eV
Barrier for w2: 0.70 eV
Barrier for w3: 0.80 eV
Barrier for w4: 0.70 eV
Dopant fraction, all paired: 1.0e-04
Neighbours of vacancy: dopant, 1st, 2nd, 3rd, 4th shell: [1, 4, 2, 4, 1]
Rate w1: 6.4619e+04 s^-1
Rate w2: 1.5149e+04 s^-1
Rate w3: 8.3261e+02 s^-1
Rate w4: 1.5149e+04 s^-1
Total reorientation rate 4*w1: 2.5848e+05 s^-1
Total jump rate 4*w1+w2: 2.7363e+05 s^-1
Dipole relaxation rate Gamma: 1.5954e+05 s^-1
Dipole relaxation time: 6.268 microseconds
Numerical loss-peak angular frequency: 1.5954e+05 s^-1
Loss-peak frequency Gamma/(2 pi): 25.391 kHz
Quadrupole rate, xy type, 4*w1: 2.5848e+05 s^-1
Quadrupole rate, x^2-y^2 type, 6*w1: 3.8771e+05 s^-1
Odd non-dipolar rate 6*w1+2*w2: 4.1801e+05 s^-1
Dipole fraction left after one relaxation time: 0.3679
Starting-orientation probability at that time: 0.2576
Dipole moment: 6.7975e-29 C m
Pair density: 1.8519e+24 m^-3
Dielectric strength (no local field): 0.05833
Example field: 1.0e+05 V/m
pE/kT in that field: 1.231e-03
Two-shell slow rate: 6.0098e+04 s^-1
Two-shell fast rate: 1.6170e+05 s^-1
Fast-rate weight: 0.9124
Slow-rate weight: 0.0876
Second-shell share of mean-square dipole: 0.0521
Fast rate divided by Gamma: 1.0136
success
```
